# First-Order Rayleigh Wavelengths of a Grating at Oblique Incidence

## Problem

A plane wave in air meets a reflection grating of pitch $d=600$ nm at $\theta=30^\circ$ from the surface normal. The plane of incidence is perpendicular to the grooves, which is called the classical mount. Take the refractive index of air as 1. A Rayleigh wavelength is a wavelength at which a diffracted order leaves parallel to the surface.

(a) Derive the grating equation and find the Rayleigh wavelengths of the two first orders on the air side.

(b) On which side of each wavelength does the order propagate? What does the $-1$ order do at 600 nm? Do higher orders graze the surface between 250 and 1000 nm?

(c) Explain why the specular reflectance can change steeply at a Rayleigh wavelength, and find the law by which the new order gains power.

(d) The grating is etched into a transparent substrate of index $n_s$. Which further anomalies does the substrate cause?

(e) Estimate how the index of air, misalignment, a pitch error, a focused beam and a target 50 µm wide affect the answer to (a).

## Solution

### (a) The two wavelengths

Let $x$ run along the surface, perpendicular to the grooves, with its positive direction chosen so that the incident wave advances towards $+x$. Angles of outgoing beams are measured from the normal and counted positive towards $+x$. The specular beam then has the angle $+\theta$.

Equivalent points of the grooves lie at $x_j=jd$, with $j$ an integer. With the wavenumber $k=2\pi/\lambda$, the incident wave reaches groove $j$ with the phase $kjd\sin\theta$ relative to groove 0. For a distant observer in the direction $\theta_{\rm out}$, groove $j$ is nearer than groove 0 by $jd\sin\theta_{\rm out}$, so the outgoing path contributes $-kjd\sin\theta_{\rm out}$. The total phase is

$$
\phi_j=kjd(\sin\theta-\sin\theta_{\rm out}).
$$

All grooves add in phase if $\phi_j$ changes by a whole multiple of $2\pi$ from one groove to the next. We call this multiple $-m$, so that a positive order is turned towards $+x$:

$$
\frac{2\pi d}{\lambda}(\sin\theta-\sin\theta_m)=-2\pi m .
$$

Dividing by $-2\pi d/\lambda$ and moving $\sin\theta$ to the right gives the grating equation,

$$
\sin\theta_m=\sin\theta+\frac{m\lambda}{d}.
$$

The opposite sign convention for $m$ would exchange the labels of the orders but leave the set of wavelengths unchanged.

An order parallel to the surface has $\theta_m=\pm90^\circ$, hence $\sin\theta_m=\pm1$. Solving the grating equation for the wavelength under this condition,

$$
\lambda=\frac{d(\pm1-\sin\theta)}{m}.
$$

For $m=+1$ the two signs give

$$
\lambda=d(1-\sin\theta)=600(1-0.5)\ \text{nm}=300\ \text{nm},
$$

$$
\lambda=d(-1-\sin\theta)=600(-1.5)\ \text{nm}=-900\ \text{nm}.
$$

A wavelength is positive, so the second root is rejected. For $m=-1$ the division by $-1$ reverses both signs. The root with $\sin\theta_{-1}=+1$ is now negative, and the other one gives

$$
\lambda=d(1+\sin\theta)=600(1+0.5)\ \text{nm}=900\ \text{nm}.
$$

The required wavelengths are therefore

$$
\boxed{\lambda_{+1}=300\ \text{nm}=0.300\ \text{µm},\qquad
\lambda_{-1}=900\ \text{nm}=0.900\ \text{µm}.}
$$

The $+1$ order grazes the surface in the forward direction, and the $-1$ order grazes it backwards, towards the side from which the light came.

Two limits show the role of the angle. At normal incidence $\sin\theta=0$, and both wavelengths equal $d$: the two directions along the surface are then equivalent. Tilting the beam splits this common value. As $\theta$ approaches $90^\circ$, $\lambda_{+1}$ tends to zero and $\lambda_{-1}$ tends to $2d$.

The sum and difference of the two formulas can be used in reverse:

$$
d=\frac{\lambda_{-1}+\lambda_{+1}}{2},\qquad
\sin\theta=\frac{\lambda_{-1}-\lambda_{+1}}{\lambda_{-1}+\lambda_{+1}} .
$$

Here they return $(900+300)/2=600$ nm and $600/1200=0.5$. If both features can be identified, they fix the pitch and the angle together. One feature alone fixes only a combination of the two.

### (b) Open orders, closed orders and higher orders

The grating equation fixes the component of the wavevector along the surface, $k_{x,m}=k\sin\theta_m$. In air the full wavevector has length $k$, so the normal component obeys

$$
k_{z,m}^2=k^2-k_{x,m}^2=k^2(1-\sin^2\theta_m).
$$

If $|\sin\theta_m|<1$, $k_{z,m}$ is real and the order carries power away from the surface. If $|\sin\theta_m|>1$, no real angle exists, although the expression for $k_{x,m}$ remains valid. Then $k_{z,m}$ is imaginary, and the order is an evanescent field that decays away from the grating. The Rayleigh wavelength is the border, where $k_{z,m}=0$.

For the $+1$ order, propagation requires

$$
\sin\theta+\frac{\lambda}{d}<1
\quad\Longrightarrow\quad
\lambda<d(1-\sin\theta)=300\ \text{nm}.
$$

For the $-1$ order it requires

$$
\sin\theta-\frac{\lambda}{d}>-1
\quad\Longrightarrow\quad
\lambda<d(1+\sin\theta)=900\ \text{nm}.
$$

Each order is thus open at wavelengths shorter than its Rayleigh wavelength and closed at longer ones.

At $\lambda=600$ nm the ratio $\lambda/d$ is 1, and the sines are

$$
\sin\theta_{+1}=1.50,\quad
\sin\theta_0=0.50,\quad
\sin\theta_{-1}=-0.50,\quad
\sin\theta_{-2}=-1.50 .
$$

Only the specular and $-1$ orders propagate in air. The latter leaves at $-30^\circ$, straight back along the incident beam.

For higher orders the same condition gives

$$
\lambda_{+p}=\frac{d(1-\sin\theta)}{p},\qquad
\lambda_{-p}=\frac{d(1+\sin\theta)}{p},\qquad p=1,2,3,\ldots
$$

The positive orders beyond the first lie at 150 nm and below, outside the range. The negative orders give $900/2=450$ nm and $900/3=300$ nm, while $p=4$ gives 225 nm, again outside. The range therefore also contains the $-2$ order at 450 nm and the $-3$ order at 300 nm.

The last value coincides with $\lambda_{+1}$. Equality requires $1-\sin\theta=(1+\sin\theta)/3$, that is, $3-3\sin\theta=1+\sin\theta$, so $\sin\theta=1/2$. The coincidence belongs to the chosen angle of $30^\circ$. A feature at 300 nm cannot be assigned to the $+1$ order by its wavelength alone, but a small tilt separates the two: with increasing $\theta$ the $+1$ wavelength falls and the $-3$ wavelength rises.

A direct sum of the waves from 83 grooves, evaluated along the surface on a wavelength grid of 0.05 nm, has strong maxima at 300.02 nm in the forward direction and at 300.02, 450.02 and 900.02 nm in the backward direction. They agree with the formulas within the grid spacing.

### (c) Why the spectrum has an anomaly

**The opening of the order.** Let $\lambda_R$ be the Rayleigh wavelength of a first order, and write $\lambda=\lambda_R-\delta$. A positive $\delta$ lies on the open side. For the $-1$ order,

$$
\sin\theta_{-1}=\sin\theta-\frac{\lambda_R-\delta}{d}
=-1+\frac{\delta}{d},
$$

because $\sin\theta-\lambda_R/d=-1$. For the $+1$ order the same substitution gives $\sin\theta_{+1}=1-\delta/d$. The square is equal in both cases, so

$$
\frac{k_{z,m}}{k}
=\sqrt{1-\left(1-\frac{\delta}{d}\right)^2}
=\sqrt{\frac{2\delta}{d}-\frac{\delta^2}{d^2}}
\simeq\sqrt{\frac{2\delta}{d}},
\qquad 0<\delta\ll d .
$$

The power carried away through a plane parallel to the surface is proportional to the squared amplitude times the normal wavenumber. For an electric field along the grooves, the fraction of incident power in order $m$ is

$$
\eta_m=|r_m|^2\frac{k_{z,m}}{k_{z,0}},
$$

where $r_m$ is the amplitude of the order relative to the incident wave. If $r_m$ tends to a finite, non-zero value at threshold, then $\eta_m\propto\sqrt{\delta}$. The order starts with zero power, but its power rises with an infinite initial slope.

**The response of the specular beam.** At the surface, the field and its normal derivative must match those inside the grating. The derivative of order $m$ contains $k_{z,m}$ itself, not its square. The matching conditions are linear equations for all the amplitudes, so the specular amplitude $r_0$ also depends on $k_{z,m}$. Away from a resonance, where these equations have a regular solution, we may expand to first order in $q=k_{z,m}/k$:

$$
r_0\simeq a+bq .
$$

Here $a$ and $b$ are complex numbers, taken as constant close to threshold. The specular reflectance is

$$
R_0=|r_0|^2=(a^*+b^*q^*)(a+bq)
\simeq |a|^2+2\,\mathrm{Re}(a^*bq),
$$

with the term in $|q|^2$ dropped. On the open side $q=\sqrt{2\delta/d}$ is real. On the closed side $\delta$ is negative, and with the time factor $e^{-i\omega t}$ the decaying field has $q=i\sqrt{2|\delta|/d}$. Since $\mathrm{Re}(iw)=-\mathrm{Im}\,w$ for any complex number $w$,

$$
R_0\simeq|a|^2+
\begin{cases}
2\,\mathrm{Re}(a^*b)\sqrt{2\delta/d}, & \lambda<\lambda_R,\\[2mm]
-2\,\mathrm{Im}(a^*b)\sqrt{2|\delta|/d}, & \lambda>\lambda_R .
\end{cases}
$$

The reflectance is continuous, but its slope grows as $1/\sqrt{|\delta|}$ on each side whose coefficient is not zero. Depending on the two signs, the result is a peak, a dip or a steep step-like passage. Geometry fixes the wavelength; $a$ and $b$, and with them the shape and strength, depend on the groove profile, the materials and the polarization. At 300 nm both the $+1$ and $-3$ orders contribute such terms, and their strengths can be very different.

**A computed case.** Consider a fused-silica grating with grooves 200 nm deep and ridges filling half the pitch, illuminated with the electric field along the grooves. The index is taken as 1.45 near 900 nm and 1.49 near 300 nm, both rough values, and is held fixed within each narrow spectral window. A coupled-wave calculation, which solves the wave equation in the grooved layer with a finite set of orders, gives these specular reflectances:

- at 899.5, 900 and 900.5 nm: 0.73, 0.77 and 0.81 %;
- at 299.5, 300 and 300.5 nm: 2.77, 2.76 and 2.76 %.

These levels depend on the assumed index: with the tabulated values 1.452 and 1.488 they become 0.73, 0.78, 0.82 % and 2.74, 2.73, 2.72 %. Three points are too few to reveal an anomaly. The first set looks like a straight line, but a steep step sampled only at its centre and at one point on either side can look the same. Finer grids are needed. On grids with a step of 0.02 nm that reach about 0.7 nm to either side of each threshold, the strongest bending of the reflectance curve lies at 900.01 and 300.01 nm, which agrees with the predicted thresholds within one step. For this grating the bend at 300 nm comes almost entirely from the $-3$ order and is not evidence for the $+1$ threshold. At $\theta=30.05^\circ$ the two thresholds separate to 299.55 nm ($+1$) and 300.15 nm ($-3$), and the square-root term in the specular reflectance is about fifty times weaker at the first than at the second. The $+1$ threshold shows instead in the power of that order, examined below. Near 300 nm the substrate causes further bends outside this range; their positions are found in (d).

Near 900 nm the steepest mean slope between the threshold and a point 0.5 nm away is 0.095 percentage points per nm. For a point 0.005 nm away it is 0.958. A pure square root has a mean slope proportional to $\sqrt{|\delta|}/|\delta|=1/\sqrt{|\delta|}$, so the expected ratio is $\sqrt{0.5/0.005}=10$; the computed ratio is $0.958/0.095\simeq10.1$. Near 300 nm the slopes are 0.018 and 0.221 percentage points per nm, a ratio of about 12. The steepening is present there too, but over half a nanometre the leading square root alone does not describe the curve.

The opening law can be examined through the power of the new order. Moving from 0.001 to 0.004 nm below threshold should multiply it by $\sqrt4=2$. The computed factors are 1.990 for the $-1$ order and 2.018 for the $+1$ order with 21 orders retained; with 81 orders the second becomes 2.017.

### (d) Anomalies from the substrate

The component $k_{x,m}$ is the same on both sides of the grating, because the pitch and the incident wave fix it. In the substrate the wavevector has length $n_sk$, so a transmitted order grazes the surface when $|k_{x,m}|=n_sk$. Dividing by $k$,

$$
\sin\theta+\frac{m\lambda}{d}=\pm n_s .
$$

For $n_s>\sin\theta$ the positive solutions are

$$
\lambda^{(s)}_{+p}=\frac{d(n_s-\sin\theta)}{p},\qquad
\lambda^{(s)}_{-p}=\frac{d(n_s+\sin\theta)}{p}.
$$

With $n_s=1.45$ the $-1$ order in the substrate has its threshold at

$$
600(1.45+0.5)\ \text{nm}=1170\ \text{nm}.
$$

The coupled-wave calculation, with the index held at 1.45, places the strongest bending at 1169.99 nm. A spectrum can therefore show an anomaly at a wavelength where no air-side order opens. Others fall between 250 and 1000 nm: with $n_s\simeq1.46$ the $+1$ order grazes near $600(0.96)=576$ nm and the $-2$ order near $600(1.96)/2=588$ nm, and with $n_s\simeq1.47$ the $-3$ order near $600(1.97)/3=394$ nm.

Near 300 nm the neighbours are close. With $n_s=1.49$ the $+2$ order in the substrate grazes at $600(0.99)/2=297.0$ nm and the $-4$ order at $600(1.99)/4=298.5$ nm. For the grating of (c) the bend at 297.0 nm is about five times stronger than the one at 300 nm, and the bend at 298.5 nm is of similar strength to it. An instrument that cannot separate features 1.5 to 3 nm apart sees them together with the air-side anomaly. These two positions move with the assumed index; the air-side value of 300 nm does not.

### (e) How far a real measurement departs from the ideal

**Index of air.** If air has index $n_a$, its wavevector has length $n_ak$, and the grazing condition in terms of the vacuum wavelength becomes $\lambda=n_ad(1\mp\sin\theta)$, with the upper sign for the $+1$ order. With $n_a=1.00027$ at both wavelengths, which neglects the slightly larger index of air in the ultraviolet, the shifts are $300\times0.00027=0.081$ nm and $900\times0.00027=0.243$ nm.

**Angle of incidence.** Differentiating the results of (a),

$$
\Delta\lambda_{\pm1}\simeq\mp d\cos\theta\,\Delta\theta ,
$$

with $\Delta\theta$ in radians. An increase of $0.1^\circ$ moves the two wavelengths by $-0.91$ and $+0.91$ nm. Their sum is exactly $2d$ at every angle, so an error in the angle does not affect the pitch found from the sum.

**Azimuth.** Suppose that the plane of incidence is turned by a small angle $\varphi$ from the perpendicular to the grooves. The incident wavevector then has a component $k\sin\theta\sin\varphi$ along the grooves, which diffraction leaves unchanged. The grazing condition is

$$
\left(\sin\theta\cos\varphi+\frac{m\lambda}{d}\right)^2
+\sin^2\theta\sin^2\varphi=1 .
$$

Taking the root and keeping the positive wavelength for each first order,

$$
\frac{\lambda_{\pm1}}{d}
=\sqrt{1-\sin^2\theta\sin^2\varphi}\mp\sin\theta\cos\varphi .
$$

For small $\varphi$, $\cos\varphi\simeq1-\varphi^2/2$, and the root is $1-\sin^2\theta\,\varphi^2/2$ to the same order. Hence

$$
\Delta\lambda_{\pm1}\simeq
\frac{d\varphi^2}{2}\left(\pm\sin\theta-\sin^2\theta\right).
$$

The effect is quadratic. For $\varphi=1^\circ$ it is $+0.023$ nm for the $+1$ order and $-0.069$ nm for the $-1$ order, far less than the effect of an equal error in $\theta$.

**Pitch and temperature.** Both wavelengths are proportional to $d$. A pitch larger by 1 nm moves them by $1-0.5=0.5$ nm and $1+0.5=1.5$ nm. Heating by 10 K, with a rough expansion coefficient of $5\times10^{-7}$ per K for fused silica, moves them by 0.0015 and 0.0045 nm, which is negligible here.

**Focused beam.** A focused beam contains a range of incidence angles. At $31^\circ$, the edge of a cone with a half-angle of $1^\circ$, the wavelengths are displaced by $-9.0$ and $+9.0$ nm. The opposite edge gives nearly opposite displacements, since the sine is almost linear over this interval. The measured spectrum is an average over anomalies spread across about $\pm9$ nm.

**Finite target.** A target 50 µm wide holds 83 whole pitches. For $N$ grooves of equal strength, the phase step between neighbours in the grazing direction is, apart from its sign, $\psi=2\pi\lambda_R/\lambda$. The sum of the $N$ phase factors is a geometric series, whose normalized intensity is

$$
I=\frac{1}{N^2}\left|\frac{1-e^{iN\psi}}{1-e^{i\psi}}\right|^2
=\frac{\sin^2(N\psi/2)}{N^2\sin^2(\psi/2)} .
$$

The maximum is at $\psi=2\pi$, where $\lambda=\lambda_R$. On the long-wavelength side the first zero has $N\psi=2\pi(N-1)$, so $\lambda=\lambda_RN/(N-1)$. Its distance from the maximum is

$$
\lambda-\lambda_R=\frac{\lambda_R}{N-1}
=\frac{300}{82}\ \text{nm}\simeq3.7\ \text{nm}
\quad\text{or}\quad
\frac{900}{82}\ \text{nm}\simeq11\ \text{nm}.
$$

These values hold for the first orders. For an order $\pm p$ the phase step is $p$ times larger and the distance is $\lambda_R/(pN-1)$, which gives $300/248\simeq1.2$ nm for the $-3$ order. This estimate ignores multiple scattering between grooves. It gives the scale on which a finite target rounds the threshold, not the full shape of its spectrum.

**Comparison of the effects.** For the numbers used here, the largest effects come from the range of angles in the focused beam and from the finite width of the target. Each blurs the 900 nm feature by roughly 10 nm to either side, while the index of air shifts it by about 0.2 nm. The steepening computed in (c), which was found within half a nanometre of the threshold, would be smoothed out under such conditions. A better collimated beam and a wider target, illuminated over its whole width, reduce the blur. The values 300 and 900 nm remain the thresholds of the ideal grating, and the numerical output lists the separate shifts.

## Values computed for the example and the checks

```
pitch: 600 nm; incidence: 30 deg
sine of incidence angle: 0.500
Rayleigh wavelength, order +1: 300.0 nm
Rayleigh wavelength, order -1: 900.0 nm
rejected root, order +1: -900.0 nm
order -2: 450.0 nm
order -3: 300.0 nm
sine at 600 nm, order -2: -1.50
sine at 600 nm, order -1: -0.50
sine at 600 nm, order +0: 0.50
sine at 600 nm, order +1: 1.50
phasor maxima, forward (nm): [300.02]
phasor maxima, backward (nm): [300.02 450.02 900.02]
groove depth: 200 nm; filled fraction: 0.50
substrate index near 300 nm: 1.49; near 900 nm: 1.45
order +1: kink found at 300.01 nm (step 0.02 nm)
  specular reflectance at -0.5, 0, +0.5 nm: 2.77, 2.76, 2.76 %
  order power ratio, 0.004 to 0.001 nm below: 2.018
  steepest mean slope within 0.005 nm: 0.221 %/nm
  steepest mean slope within 0.5 nm: 0.018 %/nm
order -1: kink found at 900.01 nm (step 0.02 nm)
  specular reflectance at -0.5, 0, +0.5 nm: 0.73, 0.77, 0.81 %
  order power ratio, 0.004 to 0.001 nm below: 1.990
  steepest mean slope within 0.005 nm: 0.958 %/nm
  steepest mean slope within 0.5 nm: 0.095 %/nm
substrate anomaly, order -1: 1170.0 nm
  kink found at 1169.99 nm
substrate, order +2: 297.0 nm
substrate, order -4: 298.5 nm
shifts of the Rayleigh wavelengths, orders +1 and -1:
  air index 1.00027: +0.0810, +0.2430 nm
  angle +0.1 deg: -0.9064, +0.9064 nm
  angle +1 deg (edge of cone): -9.0228, +9.0228 nm
  azimuth 1 deg: +0.0228, -0.0685 nm
  pitch +1 nm: +0.5000, +1.5000 nm
  10 K, expansion 5e-7 per K: +0.0015, +0.0045 nm
target width: 50 um; grooves: 83
  finite-target peak to first zero, order +1: 3.66 nm
  finite-target peak to first zero, order -1: 10.98 nm
```
